When Ion Diffusion Fails in a Parabolic Electronegative Core

**Definitions and conventions**

A plasma core occupies −l < x < l between plane boundaries and is symmetric about x = 0. It contains positive ions, negative ions and electrons, all singly charged, with densities n_+, n_- and n_e. Only x ≥ 0 need be treated, and a prime means d/dx. The electronegativity is α = n_-/n_e, with central value α0. The core ends where n_- = 0.

Temperatures are in volts, so that eT is an energy. Both ion species have temperature Ti, the electrons have Te, and γ = Te/Ti ≥ 1. A positive ion has mass M and loses momentum to the gas at a constant frequency ν. The free diffusion coefficient of positive ions is

D_+ = eTi/(Mν).

The assumptions are as follows.

(A1) The core is steady and quasi-neutral: n_+ = n_e + n_-.

(A2) Electrons and negative ions are in Boltzmann equilibrium with the potential φ. For the negative ions this requires a net flux much smaller than their diffusion flux.

(A3) The electron density is uniform, n_e = n_e0. Boltzmann equilibrium gives n_e/n_e0 = (n_-/n_-(0))^(1/γ), so this is a large-γ approximation, which fails very close to the edge.

(A4) Positive ions are created at rest at a uniform rate G per unit volume, and their loss in the volume is neglected.

**Lemma 1 (diffusion coefficient and critical speed).** Under A1 and A2, the electric and pressure forces on the positive ions, per unit volume and divided by M, add to −c_α² n_+', where

c_α² = (eTi/M)[2 + (γ − 1)/(1 + γα)].

If inertia is neglected, then Γ_+ = −D_α n_+' with D_α = c_α²/ν.

Proof. The Boltzmann relations are n_e' = n_e φ'/Te and n_-' = n_- φ'/Ti. Since n_-/Ti = γα n_e/Te, their sum is

n_+' = (n_e φ'/Te)(1 + γα).

Solve for φ' and multiply by n_+ = n_e(1 + α):

n_+ φ' = Te [(1 + α)/(1 + γα)] n_+'.

The electric field is −φ', so the two forces divided by M are

−(e/M)(n_+ φ' + Ti n_+') = −(eTi/M)[1 + γ(1 + α)/(1 + γα)] n_+'.

The bracket takes the stated form because γ + γα = (1 + γα) + (γ − 1). Without inertia this force balances the friction νΓ_+, which gives D_α = c_α²/ν. ∎

For α ≫ 1 the second term in the bracket is small, and the coefficients become constants:

D_a = 2D_+,  c² = 2eTi/M = νD_a.

Negative ions then set the field, and the field doubles the effect of ion pressure. The condition γα ≫ 1 is not sufficient: for large γ it leaves a bracket of 2 + 1/α, which is far from 2 when α is below one. From here on D_a and c are these constants unless stated otherwise. The name "critical speed" for c is justified in the proof of the theorem.

**Lemma 2 (parabola and edge drift).** With constant D_a and no inertia, the core profile is

n_- = n_e0 α0(1 − x²/l²),  with G = 2D_a α0 n_e0/l²,

and the positive-ion drift speed at the edge is

U = 2D_a α0/l.

Proof. Continuity, Γ_+' = G, gives −D_a n_+'' = G. Symmetry sets n_+'(0) = 0, so n_+ = n_+(0) − Gx²/(2D_a). With n_+(0) = n_e0(1 + α0) and n_+(l) = n_e0, this requires Gl²/(2D_a) = α0 n_e0, which is the stated G. Call the resulting profile n_d:

n_d = n_e0[1 + α0(1 − x²/l²)].

Its slope is n_d' = −2α0 n_e0 x/l². The minus sign in the diffusion law makes the flux point outwards, and the drift is

u_d = −D_a n_d'/n_d = (2D_a α0 x/l²)/[1 + α0(1 − x²/l²)].

At x = l the denominator is 1, which gives U. ∎

The density falls by a factor 1 + α0 from centre to edge, while the flux grows in proportion to x. The few ions present at the edge must carry everything produced inside. Indeed U = Gl/n_e0, the flux divided by the edge density. Raising α0 at fixed l, D_a and n_e0 therefore means raising the source.

**Theorem.** Let s = x/l and β = 2D_a/(lc), and keep l, D_a and ν fixed.

(a) The diffusion drift reaches c inside the core if and only if βα0 > 1, that is, U > c.

(b) Restore ion inertia, with constant c and the same G, n_e0 and central density. The flow that starts from rest at the centre has density n and Mach number m = u/c given by

n(1 + m²) = n_d,  m/(1 + m²) = u_d/c.

It cannot be continued as a smooth steady flow beyond the point where u_d = c/2. There u = c and the density gradient diverges.

(c) This happens while negative ions are still present if and only if

α0(α0 − 1) > 1/β².

(d) As α0 → ∞, U grows without bound, but the distance from the breakdown point to x = l tends to the finite value l[1 + β − √(1 + β²)].

Proof of (a). In terms of s, Lemma 2 reads

u_d/c = βα0 s/[1 + α0(1 − s²)].

The numerator rises with s and the denominator falls, so u_d increases steadily from 0 to U = βα0 c. It therefore passes c before the edge exactly when βα0 > 1. More generally, setting u_d = fc, multiplying out and dividing by fα0 gives

s² + (β/f)s − (1 + 1/α0) = 0.  (1)

Proof of (b). Continuity and momentum balance are

(nu)' = G,
nuu' + uG = −c²n' − νnu.

The term uG is the momentum needed to bring ions created at rest up to the speed u. The left side of the second equation is (nu²)', because (nu²)' = u(nu)' + nuu'. Continuity also gives nu = Gx. Hence

[n(u² + c²)]' = −νGx.

Integrate from the centre, where u = 0 and n = n_e0(1 + α0):

n(u² + c²) = c²n_e0(1 + α0) − νGx²/2.

Since νD_a = c², the last term is νGx²/2 = c²α0 n_e0 s². The right side is therefore c²n_d, and division by c² gives n(1 + m²) = n_d. Both descriptions carry the same flux, nu = n_d u_d, so u_d = un/n_d = u/(1 + m²), which is the second relation.

Now 1 + m² − 2m = (1 − m)² ≥ 0, so m/(1 + m²) is at most 1/2, and equals 1/2 only at m = 1. Since u_d keeps rising, no solution exists beyond u_d = c/2. To find the slope there, insert nu' = G − un' into the momentum equation:

(c² − u²)n' = −(νnu + 2uG).

At u = c the right side is finite and negative, so n' → −∞ as that point is approached. This is the sense in which c is critical.

Proof of (c). Put f = 1/2 in (1). The breakdown point s* satisfies

s*² + 2βs* = 1 + 1/α0,  s* = −β + √(β² + 1 + 1/α0).

There nc = Gls*, so n/n_e0 = βα0 s*. For u < c the slope n' is negative, so n falls all the way to this value. Negative ions remain at s* if and only if βα0 s* > 1, or s* > 1/(βα0). Because s² + 2βs increases with s, this is equivalent to

1/(βα0)² + 2/α0 < 1 + 1/α0.

Multiplying by α0² and moving one α0 to the right gives 1/β² < α0² − α0. The condition implies βα0 > 1, hence 2βα0 > 1, and the equation for s* then gives s* < 1. If the condition fails, n has fallen to n_e0 by the time u reaches c, and the core ends first or at the same point.

Proof of (d). U = βα0 c is unbounded, while s* → √(1 + β²) − β. Subtract this from 1 and multiply by l. ∎

**Remark 1 (meaning of the two thresholds).** Solving (c) for α0 gives α0 > 1/2 + √(1/4 + 1/β²). For β ≪ 1 this is about 1/β + 1/2, slightly above the threshold 1/β of part (a). Between the two values the diffusion drift exceeds c near the edge, although the flow with inertia stays below c throughout its core. An overshoot of c by the diffusion formula is therefore a sign of error, but does not by itself prove that the flow breaks down.

**Remark 2 (where constant coefficients are justified).** At breakdown α = βα0 s* − 1. For β ≪ 1, s* is not far below one, so constant D_a is justified there when βα0 ≫ 1. Close to threshold α is small at breakdown, and Lemma 1 shows that D_a is then no longer constant. The thresholds are thus sharp within the constant-coefficient model but give only a scale for the three-species plasma. "Large electronegativity" should be read as βα0 ≫ 1, not merely α0 ≫ 1. In a long, collisional core β is small, and α0 may be well above one without any breakdown.

**Remark 3 (width of the failed layer).** For β ≪ 1 the limiting width in (d) is approximately βl = 2D_a/c = 2c/ν. Let the mean free path be λ = v/ν, with mean thermal speed v = √(8eTi/(πM)). Then c/v = √π/2 ≈ 0.89, and 2c/ν ≈ 1.8λ. More electronegativity does not move the breakdown deep into a collisional core; it stays within about two mean free paths of the edge. On that scale a fluid description is itself marginal. The theorem shows that the diffusion model fails there, but it does not supply an accurate replacement.

**Example**

Take round parameters in the rough regime of a low-pressure capacitive etch reactor with an electronegative feed gas: 20 mTorr, Te = 3 eV, Ti = 0.03 eV (348 K, also the gas temperature), M = 30 u, l = 20 mm, α0 = 50 and n_e0 = 10⁸ cm⁻³. An ion-neutral cross-section of 10⁻¹⁴ cm² gives λ = 1.80 mm and ν = 2.75×10⁵ s⁻¹. Then D_+ = 0.351 m²/s, D_a = 0.702 m²/s and c = 439 m/s. The edge drift is

U = 2 × 0.702 × 50/0.020 ≈ 3510 m/s = 3.51 km/s,

which is 8.0 times c. It even exceeds the critical speed at α = 0, which Lemma 1 gives as √(e(Te + Ti)/M) = 3120 m/s.

The control parameter is β = 2 × 0.702/(0.020 × 439) = 0.160. The thresholds are α0 = 6.3 from (a) and 6.8 from (c), so α0 = 50 lies far above both. The breakdown point is

s* = −0.160 + √(0.0255 + 1.02) = 0.863,

or x = 17.3 mm, which is 2.7 mm from the nominal edge. Direct numerical integration of the continuity and momentum equations, stopped at 0.99c, gives the same position to this accuracy. The diffusion drift itself reaches c later, at 18.7 mm.

The error begins before breakdown. By (b), the diffusion density exceeds the inertial density by the fraction m². This is 10% of the inertial density when u_d/c = √0.1/1.1 = 0.29, at x = 15.4 mm. At breakdown the diffusion density is twice the inertial one.

As α0 → ∞ with the other settings fixed, the failed layer widens only from 2.7 mm to 2.9 mm. The small-β estimate 2c/ν is 3.2 mm.

**Size of the neglected effects**

At breakdown the inertial flow has n_+/n_e0 ≈ 6.9, so α ≈ 5.9. The local diffusion coefficient is then about 2.17D_+, some 8% above the constant value. Integrating the flow with the local c_α and Boltzmann electrons, at the same source and central density, moves the breakdown from 17.3 mm to 17.5 mm. The threshold is more sensitive. With the source of Lemma 2, this three-species flow has no breakdown inside the electronegative core at α0 = 10 but has one at α0 = 15, whereas constant coefficients put the threshold at 6.8. On the parabola, the electron density has dropped by 1.4% at the breakdown point, and the net space charge is about 0.02% of the positive-ion charge. These figures do not describe the inertial flow right at breakdown: its density gradient diverges, and the field with it, so A1 cannot hold all the way to that point.

A constant ν is doubtful once u is comparable with v. The rough interpolation ν√(1 + u²/v²), again with the source and central density fixed, puts the breakdown at 17.1 mm. These two changes have opposite signs, and neither removes the breakdown.

Recombination must also be checked. For a rough rate coefficient K = 10⁻⁷ cm³/s, the central recombination rate is 15% of G. Suppose also that uniform attachment balances the total recombination in the core, and that the negative ions have the same free diffusion coefficient D_+ as the positive ions. The net negative-ion flux then reaches 13% of the negative ions' own diffusion flux in the region before breakdown. A2 is therefore an approximation at roughly the ten-percent level. The parabola suffers less. Include recombination and hold the central and edge densities fixed. If A2 is kept, the diffusion profile changes by about 1% of its central value and the edge drift rises by about 3%. If the negative-ion flux is included, then for α ≫ 1 the two ion fluxes add to Γ_+ + Γ_- = −2D_+ n_+', recombination enters twice, and the changes become about 1.6% and 6%. These two effects have not been included in the positions above.

**Relation to real reactors**

The electron density chosen here matters, because it sets the relative strength of recombination. The ratio of central recombination to G is

Kn_e0²α0(1 + α0)/G = Kn_e0(1 + α0)l²/(2D_a),

which is proportional to n_e0 when the other quantities are fixed. At 10⁹ cm⁻³ it would be 1.5 instead of 0.15. Net production would then be far from uniform, and the parabola and U = 2D_a α0/l would be only rough guides. Solving the diffusion equation with recombination at the same α0 gives an edge drift about 28% higher if A2 is kept. At this density, however, A2 fails: with uniform attachment balancing recombination, the net negative-ion flux reaches about twice the negative ions' own diffusion flux. With that flux included as above, the edge drift is about 55% higher.

The source is also a constraint. The example needs G/n_e0 = 1.75×10⁵ s⁻¹, which at a gas density of 5.5×10¹⁴ cm⁻³ means an ionization rate coefficient of about 3×10⁻¹⁰ cm³/s. In a reactor the gas and the electron energy distribution fix that coefficient, so α0, l and pressure cannot be chosen independently as they are here. The estimate α0 ~ 1/β = lc/(2D_a) is a guide to where edge diffusion becomes suspect, provided that recombination is weak, γ is large and the core is many mean free paths long. The remaining values are listed in the numerical output.

Numbers as computed

```
Gas pressure: 20 mTorr
Electron temperature: 3 eV
Ion and gas temperature: 0.03 eV
Gas temperature: 348.1 K
Temperature ratio gamma: 100
Ion mass: 30 u
Ion-neutral cross-section: 1e-14 cm2
Core half-width l: 20 mm
Central electronegativity alpha0: 50
Electron density: 1e+08 cm^-3
Gas density: 5.548e+14 cm^-3
Ion mean free path: 1.803 mm
Mean ion thermal speed: 495.7 m/s
Collision frequency nu: 2.75e+05 1/s
Free ion diffusion coefficient D_plus: 0.3509 m2/s
Ambipolar coefficient Da: 0.7018 m2/s
Ambipolar coefficient Da: 7018 cm2/s
Critical speed c in core: 439.3 m/s
Critical speed at alpha=0: 3122 m/s
beta = 2Da/(l c): 0.1598
Edge drift U: 3509 m/s
U/c: 7.988
Threshold alpha0 for U=c: 6.26
Threshold alpha0 with inertia: 6.78
Diffusion density 10% too high at x: 15.39 mm
Choking position, formula: 17.26 mm
Choking position, integration: 17.25 mm
Diffusion drift equals c at x: 18.66 mm
Width of failed layer: 2.745 mm
Failed layer, alpha0 to infinity: 2.941 mm
Length 2c/nu: 3.195 mm
alpha of parabola at choking: 12.78
n_plus/ne0 of inertial flow at 0.99c: 6.961
Da(alpha)/D_plus there, parabola: 2.077
Da(alpha)/D_plus there, inertial flow: 2.166
Choking position, three species: 17.46 mm
Choking position, rough variable nu: 17.07 mm
Electron density drop at choking: 1.35 %
Space charge / ion charge there: 0.0161 %
Net ion source / electron density: 1.754e+05 1/s
Rough recombination coefficient: 1e-07 cm3/s
Central recombination / net source: 0.15
Max negative-ion flux / its diffusion flux: 0.13
Mean free path / l: 0.0901
```
